# Why Light and Heavy Rare-Earth Moments Couple Oppositely to Iron or Cobalt

Put a trivalent praseodymium ion (4f², spin $S=1$) into a model cell with five transition-metal atoms, and the cell moment is 13.2 $\mu_B$. Replace it by thulium (4f¹², also $S=1$), and the moment is 3.0 $\mu_B$. Yet in both cells the 4f spin prefers to be opposite to the 3d spin, by similar energies: 5.1 mRy for Pr and 6.4 mRy for Tm. The spins couple alike and the moments do not.

Campbell's model explains this in three links. The 4f spin aligns with the 5d spin on the same atom. The 5d spin is opposite to the 3d spin of the neighbours because of hybridisation. Spin–orbit coupling then decides whether the 4f moment follows the 4f spin or opposes it. The second link holds under a condition on band filling, given below.

## Conventions and the model cell

Energies are in rydbergs and lengths in Bohr radii, so the electron repulsion is $2/r_{12}$. Spin up, $\sigma=+1$, is the 3d majority spin. An electron's moment is opposite to its angular momentum, but this sign is common to all shells. Moments are therefore counted as positive along the 3d moment, and a shell contributes $L_z+2S_z$ in $\mu_B$, with spin $g$-factor 2.

The 4f shell is localized, trivalent and in its Hund ground multiplet. The order is collinear and crystal fields are left out. The cell has one rare-earth atom with five 5d orbitals. Each couples by a hopping $t=0.045$ Ry to one 3d orbital on each of $N=5$ neighbours. With energy zero midway between the two 3d spin levels,

$$\varepsilon_{3\sigma}=-\sigma\Delta/2,\qquad \Delta=0.15\ \text{Ry},$$

and the 5d level lies at $\delta_0=0.30$ Ry before the 4f spin acts on it. These are round parameters, not those of a particular compound. The splitting $\Delta$ is held fixed when the 4f spin is turned, so total energies are compared through sums of one-electron energies.

## First link: 4f–5d exchange is positive

The exchange integral between a 4f orbital $m$ and a 5d orbital $m'$ is $\sum_k [c^k(3m,2m')]^2G^k$, with $k=1,3,5$. The angular factor is, up to sign,

$$c^k=\sqrt{35}\begin{pmatrix}3&k&2\\0&0&0\end{pmatrix}\begin{pmatrix}3&k&2\\-m&m-m'&m'\end{pmatrix}.$$

The squares of the second symbol, summed over $m$ and $m'$, give one. Averaging over the 35 orbital pairs therefore leaves

$$K=\sum_k\begin{pmatrix}3&k&2\\0&0&0\end{pmatrix}^2G^k=\frac{3}{35}G^1+\frac{4}{105}G^3+\frac{10}{231}G^5 .$$

With $\rho(r)=P_{4f}(r)P_{5d}(r)$, the product of the radial functions, the radial integrals are

$$G^k=2\int_0^\infty\!\!\int_0^\infty\rho(r)\rho(r')\frac{r_<^k}{r_>^{k+1}}\,dr\,dr' .$$

The product $\rho$ may change sign, so $G^k>0$ needs an argument. Since $\int_{r_>}^\infty s^{-2k-2}ds=r_>^{-2k-1}/(2k+1)$ and $(rr')^k=r_<^kr_>^k$,

$$\frac{r_<^k}{r_>^{k+1}}=(2k+1)\int_{r_>}^\infty\frac{(rr')^k}{s^{2k+2}}\,ds .$$

The condition $s>r_>$ means that both $r$ and $r'$ are below $s$. Doing the $s$ integral last gives

$$G^k=2(2k+1)\int_0^\infty\frac{ds}{s^{2k+2}}\left[\int_0^s\rho(r)\,r^k\,dr\right]^2>0 .$$

The sign of $K$ is thus independent of the shape of the orbitals. Its size is not. Nodeless model functions give $G^1,G^3,G^5=0.0737,\,0.0457,\,0.0323$ Ry, and hence $K=0.00945$ Ry, or 0.13 eV, the three terms contributing about 0.0063, 0.0017 and 0.0014 Ry. A real 5d function has inner nodes, so this value serves as a scale.

A 5d electron of spin $\sigma$ gains exchange energy $K$ from each 4f electron of the same spin. If there are $n_\sigma$ of these among $n$ 4f electrons, then

$$-Kn_\sigma=-\frac{Kn}{2}-\sigma K\,\frac{n_\uparrow-n_\downarrow}{2}=-\frac{Kn}{2}-\sigma K\langle S_z\rangle .$$

The first term does not depend on spin direction and is absorbed in $\delta_0$. Write $\langle S_z\rangle=sS_f$, where $s=\pm1$ is the direction of the 4f spin relative to the 3d spin and $S_f$ its size. Then

$$\varepsilon_{5\sigma}=\delta_0-\sigma sh,\qquad h=KS_f .$$

This is the mean-field form of $-2K\,\mathbf S_f\cdot\mathbf s_{5d}$. For an incomplete 4f shell, the average over $m$ replaces the orbitals that are really occupied.

## Second link: hybridisation turns the 5d spin

For each 5d orbital, the symmetric combination of the $N$ neighbouring 3d orbitals, each with amplitude $1/\sqrt N$, has the coupling $T=N\,t/\sqrt N=\sqrt N\,t=0.101$ Ry. The other $N-1$ combinations have amplitudes that add to zero. They do not couple and stay nonbonding at $\varepsilon_{3\sigma}$.

What remains is a two-level problem with the separation

$$\delta_\sigma=\varepsilon_{5\sigma}-\varepsilon_{3\sigma}=\delta_0+\sigma a,\qquad a=\frac{\Delta}{2}-sh .$$

With $R(\delta)=\sqrt{\delta^2+4T^2}$, the energies are

$$E_{\pm,\sigma}=\tfrac12(\varepsilon_{5\sigma}+\varepsilon_{3\sigma})\pm\tfrac12R(\delta_\sigma).$$

Let the bonding state have amplitudes $\alpha$ on 5d and $\beta$ on 3d. The first row of the eigenvalue equation, $(\varepsilon_5-E_-)\alpha+T\beta=0$, gives $\beta/\alpha=-(R+\delta)/2T$. Because $4T^2=(R-\delta)(R+\delta)$, the 5d weight is

$$w=\frac{\alpha^2}{\alpha^2+\beta^2}=\frac{4T^2}{4T^2+(R+\delta)^2}=\frac{R-\delta}{2R}=\frac12\left[1-\frac{\delta}{R(\delta)}\right].$$

Its derivative, $w'=-2T^2/R^3$, is negative: a more distant 3d level admixes less 5d.

The cell holds 40 electrons. The majority spin fills its 5 bonding and 20 nonbonding states. The minority spin fills its 5 bonding states and 10 of its 20 nonbonding ones. The valence moment is $25-15=10\ \mu_B$, and the ten holes are in states without 5d weight. A sufficient condition for this filling is

$$\delta_0>\frac{\Delta}{2}+h .$$

Then both 5d levels lie above the partly filled level at $\Delta/2$, and so do the antibonding states, since $E_{+,\sigma}>\varepsilon_{5\sigma}$. The bonding states lie below their own 3d level and are full. For gadolinium, which has the largest $h$, the right side is $0.075+0.033=0.108$ Ry, well below 0.30 Ry.

With both bonding sets full, the 5d moment is

$$m_{5d}=5\,[\,w(\delta_0+a)-w(\delta_0-a)\,].$$

Without a 4f spin, $a=\Delta/2$. The deep majority 3d level is 0.375 Ry from the 5d level and gives $w=0.059$. The minority level is 0.225 Ry away and gives $w=0.127$. Hence $m_{5d}=5(0.0594-0.1273)=-0.34\ \mu_B$, and the 3d part is $10+0.34=10.34\ \mu_B$.

To leading order in $\Delta$, $m_{5d}\simeq5w'(\delta_0)\Delta=-10T^2\Delta/(\delta_0^2+4T^2)^{3/2}$. This gives $-0.32\ \mu_B$ here, about 5% smaller in size than the full value. It shows what the moment needs: both hybridisation and 3d splitting. The size of this estimate grows with $T$ up to $T=\delta_0/\sqrt2=0.212$ Ry (the full expression peaks near 0.207 Ry) and then falls, because strongly mixed levels share their weight almost equally for both spins.

## The spin coupling has one sign

The exchange $K$ and the negative $m_{5d}$ suggest that the 4f spin should be antiparallel to the 3d spin. But the 4f spin also polarizes the 5d shell itself, so the conclusion should not rest on first order in $h$.

Add the bonding energies of both spins. The mean levels sum to $\tfrac12\sum_\sigma(\varepsilon_{5\sigma}+\varepsilon_{3\sigma})=\delta_0$, because the terms odd in $\sigma$ cancel. The nonbonding energies do not contain $s$. For five channels,

$$E(s)=C-\frac52F(a),\qquad F(a)=R(\delta_0+a)+R(\delta_0-a).$$

$F$ is even in $a$. For $a>0$ it rises, since $F'(a)=R'(\delta_0+a)-R'(\delta_0-a)$ and $R'$ is an increasing function: $R''=4T^2/R^3>0$. The energy is therefore lower for the larger $|a|$. Antiparallel spins have $|a|=\Delta/2+h$, parallel spins $|\Delta/2-h|$. The antiparallel state is lower for every $h>0$ and $\Delta>0$ that keeps the assumed filling. Diagonalizing the cell for 200 random parameter sets that obey the filling condition confirmed the sign and the energy formula in each.

For small $h$, put $\eta=sh$, so that $da/d\eta=-1$. As $R'=\delta/R=1-2w$,

$$\frac{dE}{d\eta}=\frac52\,[R'(\delta_0+a)-R'(\delta_0-a)]=-5\,[w(\delta_0+a)-w(\delta_0-a)]=-m_{5d}.$$

The even powers of $\eta$ cancel in the difference, which leaves

$$E(+)-E(-)=-2h\,m_{5d}+O(h^3),$$

with $m_{5d}$ taken without the 4f spin. For Gd, $S_f=7/2$ and $h=0.0331$ Ry. The estimate is $2(0.0331)(0.3394)=0.0225$ Ry, against 0.0227 Ry (0.31 eV) from the full expression, a difference of about 1% of the latter.

The 5d moment itself responds more strongly: it is $-0.52\ \mu_B$ in the stable arrangement and $-0.18\ \mu_B$ when the Gd spin is forced parallel to the 3d spin. In the first case 4f exchange and hybridisation work together; in the second they compete, and hybridisation wins because $h<\Delta/2$. The large changes of $m_{5d}$ nearly cancel in the energy difference, since they are close to equal and opposite about $-0.34\ \mu_B$.

## Third link: the 4f moment and its spin

Within one $LS$ term the spin–orbit operator $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$, with $\zeta>0$, acts as $\lambda\,\mathbf L\cdot\mathbf S$. To find $\lambda$, take the determinant with $M_L=L$ and $M_S=S$, in which only the products $l_zs_z$ have a diagonal value:

- For a less than half-filled shell, all spins are up and their $m$ values add to $L$. Then $\zeta L/2=\lambda LS$, so $\lambda=+\zeta/2S$.
- For a more than half-filled shell, the seven up electrons have $\sum m=0$, and the down electrons carry $L$. Then $-\zeta L/2=\lambda LS$, so $\lambda=-\zeta/2S$.

Light ions therefore have the ground level $J=L-S$ and heavy ions $J=L+S$. Gadolinium has $L=0$ and $J=S$.

Inside a level of fixed $J>0$, a vector operator is proportional to $\mathbf J$. Writing $\mathbf L+2\mathbf S=\mathbf J+\mathbf S=g\mathbf J$ gives $\mathbf S=(g-1)\mathbf J$. Squaring $\mathbf L=\mathbf J-\mathbf S$ gives $\mathbf S\cdot\mathbf J$, and so

$$g-1=\frac{\mathbf S\cdot\mathbf J}{J(J+1)}=\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)} .$$

For light ions $L=J+S$, so $L(L+1)=J(J+1)+S(S+1)+2JS$. The numerator is $-2JS$. For heavy ions $L=J-S$, so $L(L+1)=J(J+1)+S(S+1)-2JS-2S$. The numerator is $2S(J+1)$. Hence

$$g-1=-\frac{S}{J+1}\ \text{(light)},\qquad g-1=+\frac SJ\ \text{(heavy)} .$$

A negative $g-1$ reverses the moment relative to the spin provided $g$ itself is positive. For light ions $g=(J+1-S)/(J+1)=(L-2S+1)/(J+1)$. With $L=n(7-n)/2$ and $S=n/2$ for $n$ 4f electrons, the numerator is $n(5-n)/2+1$. It is at least 1 for $n=1$ to 5.

The exchange energy of the 4f shell is now

$$-2K(g-1)\mathbf J\cdot\mathbf s_{5d}\;\to\;K|m_{5d}|\,(g-1)J_z ,$$

because $\langle s_{5d,z}\rangle=m_{5d}/2<0$. Its minimum is at $J_z=-\operatorname{sgn}(g-1)J$, and the 4f moment along the 3d moment is

$$M_{4f}=-\operatorname{sgn}(g-1)\,gJ .$$

It is parallel for light ions, antiparallel for heavy ones. In both cases the small 5d moment remains opposite to the 3d moment.

For neodymium, $g-1=-0.273$ and $J=9/2$, so $M_{4f}=0.727\times4.5=+3.27\ \mu_B$ and the cell has 13.27 $\mu_B$. For erbium, $g-1=0.2$ and $J=15/2$, so $M_{4f}=-1.2\times7.5=-9\ \mu_B$ and the cell has 1 $\mu_B$. The zero cell moment for Dy and Ho follows from the chosen ten holes meeting $gJ=10$; another filling would leave a remainder.

The opening energies can now be read. The spin size entering $h$ is $S_f=|g-1|J$. This equals $S$ for heavy ions but $SJ/(J+1)$ for light ones. Pr has $S_f=0.8$ and Tm has $S_f=1$, which accounts for $5.14/6.42=0.80$.

Diagonalizing the complete 4f shell, with Coulomb repulsion, spin–orbit coupling and a weak field on the spin, tests the multiplet argument without assuming Hund's rules. The moments are $+3.20$, $+3.27$, $-9.00$ and $-7.00\ \mu_B$ for Pr, Nd, Er and Tm, as predicted. These values use a small $\zeta=0.002$ Ry, which keeps the shell close to the $LS$ limit. With constants of about free-ion size, mixing of terms shifts the moments by a few hundredths of a $\mu_B$ and leaves their signs unchanged. If the sign of the spin–orbit coupling is reversed in Nd, its moment becomes $-9.00\ \mu_B$, or $-(L+2S)$, while the field on the spin is unchanged. The light/heavy difference is thus a relativistic effect acting on a common spin coupling. In the opposite limit, where a crystal field quenches the orbital moment, $\langle L_z\rangle=0$ and the spin moment would be antiparallel to 3d on both sides of the series.

## Samarium and europium

The projection assumes that exchange is weak compared with the spacing of the $J$ levels. Samarium strains this assumption. Take $\zeta=0.01$ Ry, so that $\lambda=\zeta/2S=0.002$ Ry. The field $b=K|m_{5d}|$ multiplying $S_z$ is 0.0040 Ry, twice $\lambda$. The 4f moment falls from $+0.71$ to $+0.26\ \mu_B$. This field was computed with the projected spin and not iterated; iterating it lowers the moment by a further 0.01 $\mu_B$.

It falls without reversing for the following reason. The Hamiltonian $\lambda\mathbf L\cdot\mathbf S+bS_z$ conserves $J_z$. For weak fields a light ion has $J_z=J=L-S$. For strong fields $S_z=-S$, and the positive $\lambda$ then selects $L_z=+L$, which is the same $J_z$. In this sector the moment is

$$L_z+2S_z=J+\langle S_z\rangle\ \ge\ L-2S .$$

The bound is zero for Sm and positive for Ce to Pm. It holds for the ground state without a crystal field; at finite temperature, or with a crystal field that mixes or reorders the $J_z$ sectors, it does not protect the sign of the Sm moment. A scan of fields from $10^{-5}$ to 10 Ry found the moments of Ce to Sm between this bound and $gJ$.

Trivalent europium has $L=S=3$ and $J=0$. There is no $g$ to use, but the field mixes in higher $J$ levels. With $J_z=0$ the moment equals $\langle S_z\rangle$, which follows the field on the spin. For $b=0.0032$ Ry, the field from the 5d moment without the 4f spin, it is $-2.71\ \mu_B$, antiparallel to 3d; letting the induced spin act back on the 5d moment gives $-2.79\ \mu_B$. Europium is thus an exception to the rule that light ions couple parallel.

## When the 5d sign fails

Hybridisation alone does not fix the sign of $m_{5d}$. The argument needs the bonding states to be filled for both spins. To see this, add a hopping $t_{dd}$ between adjacent 3d orbitals arranged in a ring. The symmetric combination moves by $2t_{dd}$, and the other four move by $2t_{dd}\cos(2\pi q/5)$ with $q=1,\dots,4$.

For $t_{dd}=-0.08$ Ry the symmetric state is at the bottom of the 3d band. It stays filled for both spins, and $m_{5d}=-0.12\ \mu_B$. For $t_{dd}=+0.08$ Ry it is at the top. Its minority bonding state then lies at

$$\tfrac12(0.30+0.235)-\tfrac12\sqrt{0.065^2+4T^2}=0.162\ \text{Ry},$$

where $0.235=0.075+0.16$ is the shifted 3d level. The upper nonbonding pair lies at $0.075+0.16\cos72^\circ=0.124$ Ry. Fifteen minority electrons in five channels fill the lower pair and half of this upper pair, so the bonding state is empty. The majority bonding state remains full, and $m_{5d}$ becomes $+0.67\ \mu_B$.

The spin coupling follows. With $h=0.01$ Ry, $E(+)-E(-)$ changes from $+2.5$ to $-13.5$ mRy, in agreement with $-2hm_{5d}$. In such a band the rule for the moments would be inverted: light ions antiparallel, heavy ones parallel. In the model the rule is guaranteed when the 3d states mixing with 5d are occupied for both spins and the holes sit in states without 5d weight. This condition is sufficient, not necessary: if only a fraction $f$ of the minority bonding states is filled, $m_{5d}=5(w_\uparrow-fw_\downarrow)$, with $w_\sigma$ the 5d weight of the bonding state of spin $\sigma$, and this stays negative as long as $f>w_\uparrow/w_\downarrow$. The spin coupling follows this sign to first order in $h$; very close to the threshold the higher orders decide.

## What to do in a calculation

**Start from the spins.** Begin with the 4f spin antiparallel to the 3d spin for light and heavy ions alike. This start is meant for a late 3d partner with a well-filled band and for a localized trivalent 4f shell. With 10 to 25 electrons instead of 40, the same cell has empty minority bonding states, $m_{5d}=+0.30\ \mu_B$ and parallel spins. Ce, Eu and Yb are often not trivalent in real compounds. Then set the 4f orbital moment by Hund's third rule: along the 3d moment for light ions, against it for heavy ones.

**Add the orbital part.** If the 4f shell is treated as a spin-polarized core without orbital moment, the computed total is not the magnetization. In the Nd cell such a treatment would give $10-2S=7\ \mu_B$ instead of 13.3 $\mu_B$. Replace the 4f spin moment by $M_{4f}$, and keep the valence part.

**Inspect the 5d moment.** It should be opposite to the 3d moment already when the 4f spin is set to zero. If it is not, look for emptied minority bonding states before applying the rule.

**Compare couplings per spin.** Take the energy difference of the two spin arrangements and divide it by twice the 4f spin that the calculation carried: $2|g-1|J$ if the spin was projected on the ground level, $2S$ if the full Hund spin was kept. To first order this gives $K|m_{5d}|$, which can be compared between ions. The energy difference computed with the full spin $S$ in a light ion exceeds that of the ground level, to first order in $h$, by the factor $(J+1)/J$, which is 1.4 for Sm. For Sm and Eu, diagonalize the full $LS$ term in the exchange field, since the lowest $J$ level alone is not enough. The other light ions are affected less, but not negligibly: in the field of this cell and with $\zeta=0.01$ Ry, the Nd moment drops from 3.27 to 3.18 $\mu_B$ and the Pm moment from 2.40 to 2.22 $\mu_B$.

The sizes here belong to a mean-field cell with a fixed 3d splitting. A quantitative value for a compound needs its own band structure, self-consistent 3d and 5d moments, and crystal fields. The numerical output lists all ions.

## Computed results

```
radial exponents 4f, 5d: 5.5, 1.8 per Bohr radius
G1, G3, G5 (4f-5d): 0.07369, 0.04566, 0.03231 Ry
mean 4f-5d exchange K: 0.00945 Ry = 0.1286 eV
delta0 0.3 Ry, 3d splitting 0.15 Ry, 5d-3d hopping 0.045 Ry
transition-metal atoms 5, minority holes 10, T = 0.10062 Ry
5d weight of bonding state: majority 0.0594, minority 0.1273
without 4f spin: 5d moment -0.3394, 3d moment 10.3394 mu_B
Gd: level shift h = 0.03309 Ry
Gd: 5d moment, 4f spin antiparallel to 3d: -0.5169 mu_B
Gd: 5d moment, 4f spin parallel to 3d: -0.1830 mu_B
Gd: E(parallel)-E(antiparallel) = 0.02270 Ry = 0.3088 eV
Gd: first-order estimate -2 h m5d = 0.02246 Ry
3d-3d hopping size 0.08 Ry, test shift h 0.01 Ry:
 symmetric state at band bottom: m5d -0.1244 mu_B, E(par)-E(anti) +2.489 mRy
 symmetric state at band top: m5d +0.6748 mu_B, E(par)-E(anti) -13.506 mRy
trivalent ions; 4f and cell moments in mu_B along 3d; dE = E(par)-E(anti) of spins
ion  n   S    L    J     g-1    4f moment  cell moment  dE (mRy)
Ce   1  0.5  3.0  2.5  -0.1429    +2.143    +12.143      2.293
Pr   2  1.0  5.0  4.0  -0.2000    +3.200    +13.200      5.138
Nd   3  1.5  6.0  4.5  -0.2727    +3.273    +13.273      7.887
Pm   4  2.0  6.0  4.0  -0.4000    +2.400    +12.400     10.292
Sm   5  2.5  5.0  2.5  -0.7143    +0.714    +10.714     11.492
Gd   7  3.5  0.0  3.5  +1.0000    -7.000     +3.000     22.696
Tb   8  3.0  3.0  6.0  +0.5000    -9.000     +1.000     19.401
Dy   9  2.5  5.0  7.5  +0.3333   -10.000     +0.000     16.130
Ho  10  2.0  6.0  8.0  +0.2500   -10.000     +0.000     12.880
Er  11  1.5  6.0  7.5  +0.2000    -9.000     +1.000      9.646
Tm  12  1.0  5.0  6.0  +0.1667    -7.000     +3.000      6.424
Yb  13  0.5  3.0  3.5  +0.1429    -4.000     +6.000      3.210
4f spin-orbit constant for Sm and Eu in finite field: 0.01 Ry
Sm: field 0.00403 Ry, <Sz> -2.2445, 4f moment +0.2555 mu_B
Eu: field 0.00321 Ry, <Sz> -2.7058, 4f moment -2.7058 mu_B
full 4f shell: F2, F4, F6 = 0.9, 0.6, 0.45 Ry
full 4f shell: zeta 0.002 Ry, exchange field 2.0e-06 Ry
 Pr 4f^2: <Sz> -0.7981, 4f moment +3.2019 mu_B
 Nd 4f^3: <Sz> -1.2264, 4f moment +3.2736 mu_B
 Er 4f^11: <Sz> -1.4996, 4f moment -8.9996 mu_B
 Tm 4f^12: <Sz> -0.9999, 4f moment -6.9999 mu_B
 Nd with reversed spin-orbit sign: 4f moment -8.9996 mu_B
```
